# Lindhard's damage-energy equation and its limit without electronic stopping

## What scaling already decides

An atom of kinetic energy $E$ is set moving in a random solid of atoms of its own kind. It strikes other atoms, which strike more, and all of them lose energy to electrons. Let $\nu(E)$ be the mean energy left in atomic motion when the cascade has slowed down, the damage energy, and let $\eta(E)=E-\nu(E)$ be the mean energy given to electrons.

Take a scale-free model of the two losses. The cross section for passing energy $T$ to an atom at rest, and the electronic stopping cross section, are

$$d\sigma=C\,E^{-m}T^{-1-m}\,dT,\quad 0<T\le E,\qquad S_e(E)=k\sqrt E ,$$

with $0<m<1$. The second law is a drag proportional to velocity. The algebra is in atomic units: energies in hartree, cross sections in squared bohr, stopping cross sections in their product. Numbers are given in eV and Å.

Since $d\sigma$ is an area, $C$ has the dimension area × energy$^{2m}$, while $k$ has area × energy$^{1/2}$. The one dimensionless group that $E$, $C$ and $k$ can form, up to powers of it, is $(k/C)E^{2m-1/2}$. Hence

$$\nu(E)=E\,\varphi\!\left(\frac kC E^{2m-1/2}\right).$$

If $k=0$ no variable is left and $\nu=cE$, with $c$ a pure number. Scaling cannot give $c$; energy conservation must supply $c=1$. Nor does scaling show that $\varphi$ is continuous at zero, which is what recovering the full damage energy for vanishing electronic stopping means. Both points need the equation for $\nu$.

## First derivation: the first event

Let the solid have $N$ atoms per volume, and let the atom move a short distance $dx$. In an event with cross section $d\sigma_{n,e}$ it gives $T$ to a struck atom, which loses $U$ in leaving its site, and $T_{ei}$ to electron $i$, whose binding energy is $U_i$. Let $\nu_e$ be the mean energy that a freed electron later returns to atomic motion. Collisions are taken as independent, so each product starts its own cascade in undisturbed solid. Either an event happens in $dx$ or none does:

$$\begin{aligned}\nu(E)={}&N\,dx\!\int\! d\sigma_{n,e}\Big[\nu\big(E-T-\textstyle\sum_i T_{ei}\big)+\nu(T-U)+\sum_i\nu_e(T_{ei}-U_i)\Big]\\&+\Big(1-N\,dx\!\int\! d\sigma_{n,e}\Big)\nu(E).\end{aligned}$$

Subtract $\nu(E)$ and divide by $N\,dx$. The density cancels:

$$\int d\sigma_{n,e}\Big[\nu\big(E-T-\textstyle\sum_i T_{ei}\big)+\nu(T-U)+\sum_i\nu_e(T_{ei}-U_i)-\nu(E)\Big]=0 .$$

Four approximations follow.

1. Freed electrons set no atoms in motion: $\nu_e=0$.
2. Binding to the site is neglected: $U=0$.
3. Nuclear and electronic losses are separate events. With $\nu(0)=0$, the integral splits into
$$\int d\sigma\,[\nu(E-T)+\nu(T)-\nu(E)]+\int d\sigma_e\,[\nu(E-T_e)-\nu(E)]=0 .$$
4. Each electronic transfer is small: $\nu(E-T_e)-\nu(E)\approx-T_e\,\nu'(E)$. The second integral becomes $-S_e\nu'$, where $S_e=\int T_e\,d\sigma_e$.

The largest transfer in an elastic collision is $4M_1M_2E/(M_1+M_2)^2$, which is $E$ for equal masses. Moving the electronic term to the left gives Lindhard's equation,

$$\boxed{S_e(E)\,\nu'(E)=\int_0^E d\sigma(E,T)\,\big[\nu(E-T)+\nu(T)-\nu(E)\big]}$$

The left side is the damage energy lost per unit of areal path (path times $N$) because the atom is slowed by electrons. The right side is the change of damage energy when one atom is replaced by two sharing its energy. It is positive when two slow atoms waste less on electrons than one fast atom.

If $S_e=0$, the function $\nu=cE$ makes the bracket vanish for every $c$. The equation is homogeneous and cannot fix its own scale. The missing condition is

$$\frac{\nu(E)}{E}\to1\quad\text{for }E\to0 ,$$

which says that slow atoms keep their energy in atomic motion. It holds under a condition on $m$ found below.

## Second derivation: a conserved sum over the cascade

Now follow the whole population forward. Choose a floor energy $E_b$: an atom at or below it is stopped, and its remaining energy counts as atomic motion. Advance every moving atom along its own path by the same areal length $ds$. Moving atoms do not meet one another, so this common clock does not alter the final energies. Let $n(E,s)\,dE$ be the mean number of moving atoms in $dE$.

Give each atom a weight $f(E)$, with $f(E)=E$ at and below the floor, and let $A(s)$ be the mean sum of weights over all atoms, moving and stopped. In $ds$, electronic drag changes the weight of a moving atom by $-S_ef'\,ds$. A collision, of probability $d\sigma\,ds$, changes the sum by $f(E-T)+f(T)-f(E)$. With

$$Lf(E)=\int_0^E d\sigma\,[f(E)-f(E-T)-f(T)]$$

the sum therefore obeys

$$\frac{dA}{ds}=-\int_{E_b}^{\infty} n(E,s)\,\big[S_ef'+Lf\big]\,dE .$$

Two choices of $f$ are useful. First take $f=E$. Then $LE=0$, because a collision conserves energy, and $A$ falls from the starting energy $E_0$ to $\nu(E_0)$:

$$E_0-\nu(E_0)=\int_0^\infty ds\int_{E_b}^{\infty} n\,S_e\,dE .$$

If $S_e=0$ the right side is zero and $\nu(E_0)=E_0$. The constant $c=1$ appears without a further condition.

Next ask for the weight whose mean sum is conserved. It suffices that

$$S_ef'+Lf=0\qquad(E>E_b).$$

Such a weight exists when $S_e>0$ and the total cross section $\sigma(E)=\int d\sigma$ is finite. The condition then reads $S_ef'+\sigma f=\int d\sigma\,[f(E-T)+f(T)]$, a linear equation involving no energy above $E$, which can be solved upward from $f(E_b)=E_b$. At the start $A=f(E_0)$. At the end every atom is stopped with weight equal to its energy, so $A=\nu(E_0)$. Hence $f=\nu$, and the condition on $f$ is Lindhard's equation.

## What each derivation assumes

Both require independent binary collisions with atoms at rest, no binding loss and no recoils made by electrons. Both give a mean and say nothing about its spread.

They treat electrons differently. The first admits discrete transfers and reaches the drag term by expansion, so it shows the error. Relative to the term kept, the error is $-T_e\nu''/(2\nu')$ to leading order. The second assumes continuous drag from the outset.

They also treat the bottom of the cascade differently. The first needs no floor if $m>1/4$, as shown below, but leaves $c$ open at $S_e=0$. The second needs a floor so that the cascade ends, and conservation then fixes $c$. It also needs a finite total cross section, whereas the power law has infinitely many soft collisions. Those can be cut off at a smallest $T$ and the cut removed afterwards: for small $T$ the bracket is of order $T$, and $T\,d\sigma\propto T^{-m}dT$ is integrable.

If the incident atom differs from the atoms of the solid, the first balance gives it a function $\nu_1$ of its own. The bracket becomes $\nu_1(E-T)+\nu(T)-\nu_1(E)$, with its own cross sections and largest transfer.

## How the full damage energy is approached

Insert $\nu=E-\eta$ into $S_e\nu'+L\nu=0$. Since $LE=0$,

$$S_e\eta'+L\eta=S_e .$$

A comparison principle bounds the solution. Let $f/E\to0$ for $E\to0$ and $S_ef'+Lf\ge0$. Then $f\ge0$. To see this, write $f=Eg$, so that

$$f(E)-f(E-T)-f(T)=(E-T)[g(E)-g(E-T)]+T[g(E)-g(T)] .$$

Suppose $f$ is negative somewhere, at $E_1$ say. Then $g$ has a negative minimum on $0\le E\le E_1$; let $E_*$ be the lowest energy at which it is reached. There $g'\le0$, so $f'=g+E_*g'<0$. Both square brackets are negative, since $g$ was larger at all lower energies, so $Lf<0$. Thus $S_ef'+Lf<0$, a contradiction. The argument also works with a floor, if $f\ge0$ below it and the inequality holds above it.

Applied to the difference of two solutions, and to its negative, the principle shows that the low-energy condition selects a single $\nu$. For $S_e=0$ this is $\nu=E$.

For the bound, let $L$ act on a power. With $T=Et$,

$$LE^p=C\,E^{p-2m}I(p),\qquad I(p)=\int_0^1t^{-1-m}\big[1-(1-t)^p-t^p\big]dt .$$

Integrate the part with $1-(1-t)^p$ by parts. Its boundary term is $-1/m$, and the remaining integral is a beta function. The part with $t^p$ gives $-1/(p-m)$. For $p>m$,

$$I(p)=\frac{\Gamma(1-m)\,\Gamma(p+1)}{m\,\Gamma(p+1-m)}-\frac1m-\frac1{p-m}.$$

At $p=1$ the integrand vanishes, so $I(1)=0$. For $p>1$ we have $(1-t)^p+t^p<1$, so $I(p)>0$.

Now set $m=1/3$ and $h=AE^{7/6}$. Then $Lh=CA\,I(7/6)E^{1/2}$, which equals $S_e$ if $A=k/[C\,I(7/6)]$. The difference $f=h-\eta$ satisfies $S_ef'+Lf=S_eh'\ge0$, so $\eta\le h$. Since $S_e\ge0$, the principle applied to $\eta$ itself gives $\eta\ge0$. Therefore

$$0\le E-\nu(E)\le\frac{k\,E^{7/6}}{C\,I(7/6)} .$$

At fixed $E$ the electronic share vanishes at least as fast as $k$, and the full damage energy is recovered.

The same bound holds with a floor, whatever $E_b$ is. Lowering the floor can only raise $\eta$, again by comparison, so $\eta$ tends to a limit under the same bound. That this limit is smooth enough to obey the equation is assumed. The bound then gives $\eta/E\to0$ at low energy, which is the condition the first derivation had to add.

### A case where the limit fails

For general $m$ the bounding power is $p=2m+\tfrac12$, and $I(p)>0$ requires $m>1/4$. At $m=1/4$ the group $k/C$ is independent of energy. Without a floor, scaling then gives $\nu=cE$ even for $k>0$. Lindhard's equation becomes $ck\sqrt E=0$, so $c=0$: however weak the drag, electrons take everything, because their share of the loss does not fall as atoms slow down.

A fixed floor restores the limit. Take $h=BE^{7/6}$ with $B=k/[C\,I(7/6)E_b^{1/6}]$, where $I$ is now evaluated at $m=1/4$. Then $Lh=CB\,I(7/6)E^{2/3}\ge k\sqrt E$ above the floor. Hence $\eta\le h$, which vanishes with $k$. For $m=1/4$ the limits $k\to0$ and $E_b\to0$ do not commute.

## A series that brackets the answer

For $m=1/3$ try $\nu\sim\sum_n a_nE^{p_n}$ with $p_n=1+n/6$ and $a_0=1$. In $S_e\nu'+L\nu=0$, the drag on term $n-1$ and the collision integral of term $n$ both carry $E^{1/3+n/6}$. Their sum vanishes if

$$a_n=-\frac kC\,\frac{p_{n-1}}{I(p_n)}\,a_{n-1}.$$

The signs alternate. The partial sum $\nu_N$ leaves the remainder

$$S_e\nu_N'+L\nu_N=k\,a_Np_N\,E^{p_N-1/2},$$

whose sign is $(-1)^N$. By comparison $\nu_N\ge\nu$ for even $N$ and $\nu_N\le\nu$ for odd $N$. The error of a partial sum is therefore at most the size of the next term. The series does not converge: $I(p)$ grows as $p^{1/3}$, so the ratio of successive terms eventually grows as $p^{2/3}$. The brackets hold all the same.

## Numbers for a model solid

Take $m=1/3$ and, at 10 keV, a nuclear stopping cross section $S_n=1000$ eV Å² and an electronic one $S_e=100$ eV Å². These are round parameters, not those of a named material. A single power law is also an idealization. For the ZBL screened Coulomb potential the local exponent, read from $S_n\propto E^{1-2m}$, falls as the atom slows: for silicon on silicon it is about 0.47 at 10 keV, 0.34 at 1 keV, 0.25 at 100 eV and 0.20 at 10 eV, and it is smaller for heavier atoms. With such a potential and $S_e\propto\sqrt E$, slow atoms reach $m\le1/4$, where the condition $\nu/E\to1$ fails and a floor is needed. The numbers below are for the pure power law without a floor unless one is named. From

$$S_n=\int_0^E T\,d\sigma=\frac{C\,E^{1-2m}}{1-m}=\frac32\,CE^{1/3}$$

the expansion parameter at 10 keV is

$$\varepsilon=\frac kC E^{1/6}=\frac{S_e}{CE^{1/3}}=\frac{3}{2}\,\frac{100}{1000}=0.15 .$$

With $I(7/6)=0.47423$ and $I(4/3)=0.83680$ the first corrections, in eV, are

$$-10000\times\frac{0.15}{0.47423}=-3163,\qquad 3163\times\frac{0.15\times7/6}{0.83680}=661.5 .$$

The next two terms are $-116.8$ and $19.0$ eV, so $\nu$ lies between 7381.6 and 7400.6 eV. Continuing the series gives 7398 eV, or 271.9 hartree. A direct numerical solution, which evaluates the collision integral by quadrature and does not use the series, agrees.

Electrons thus receive 2602 eV, 26% of the energy, although $S_e/S_n$ is 10% at the start. The first-order loss shows why. If the incident atom alone is followed, the term $-t^p$ drops out of $I(p)$, which adds $1/(p-m)=1.2$ at $p=7/6$. Its own first-order loss is $1500/1.67423\approx896$ eV. The other 2267 of the 3163 eV are lost by the recoils. To this order the secondary atoms account for most of the electronic loss. Much of that loss occurs at very low energy, so it depends on where the cascade is stopped. With a floor at 1 eV electrons receive 2163 eV, and with a floor at 25 eV they receive 1841 eV, of which the recoils lose 56%.

The damage share falls slowly with energy: 0.866 at 100 eV, 0.812 at 1 keV and 0.740 at 10 keV. This follows from the sixth root in $\varepsilon\propto E^{1/6}$. The same root makes the shares sensitive to a floor: with $E_b=25$ eV they are 0.956, 0.895 and 0.816. For electronic transfers of 10 eV, the relative error of the drag expansion is $1.4\times10^{-3}$ at 100 eV and $2.8\times10^{-5}$ at 10 keV. For transfers of a fixed size, the expansion is thus least accurate at the low end. Neglecting binding is a poor approximation in any collision where $T$ is not much larger than $U$. Such collisions occur in cascades of every starting energy, and their effect is not computed here.

Reducing $S_e$ tenfold at 10 keV raises $\nu$ to 9690 eV. A hundredfold reduction gives 9968 eV. The losses are 0.9795 and 0.9979 of the linear bound. The second term of the series predicts this approach: with $S_e$ scaled by $\lambda$, the ratio of loss to bound is $1-0.209\lambda$ to first order in $\lambda$.

The balance itself was tested on hard spheres, $d\sigma=\sigma\,dT/E$, for which Lindhard's equation reads

$$k\sqrt E\,\nu'=\sigma\Big[\frac2E\int_0^E\nu(E')\,dE'-\nu(E)\Big].$$

For a start at 2000 eV and a floor at 20 eV it gives 1086.8 eV. Following every atom in 10000 random cascades gives 1088.1 eV with a standard error of 0.7 eV, a difference of 1.8 standard errors. The simulated cascades share the assumptions of binary collisions, continuous drag and no binding. The agreement therefore supports the bookkeeping of the equation, not those assumptions. The remaining values are in the numerical output below.

## Computed results

```
Hard-sphere cascade test
  start energy 2000 eV, floor 20 eV
  total cross section 1.0 A^2, k 1.0 eV^0.5 A^2
  number of cascades 10000
  damage energy, Monte Carlo 1088.06 eV
  standard error 0.69 eV
  damage energy, integral equation 1086.84 eV
Collision integral I(p), m = 1/3, by quadrature
  I(1) = 0.00000
  I(7/6) = 0.47423
  I(4/3) = 0.83680
  I(3/2) = 1.13228
Power-law example at 10 keV
  S_n 1000 eV A^2, S_e 100 eV A^2
  C 30.944 eV^(2/3) A^2, k 1.000 eV^(1/2) A^2
  eps 0.1500 (dimensionless)
  order 0: term 10000.0 eV, partial sum 10000.0 eV
  order 1: term -3163.0 eV, partial sum 6837.0 eV
  order 2: term 661.5 eV, partial sum 7498.5 eV
  order 3: term -116.8 eV, partial sum 7381.6 eV
  order 4: term 19.0 eV, partial sum 7400.6 eV
  highest order kept 12
  first omitted term, size 9.5e-07 eV
  collocation damage energy 7398.1 eV
Damage energy nu(E) and share nu/E
  E 100 eV: nu 86.6 eV, share 0.8664
  E 1000 eV: nu 811.9 eV, share 0.8119
  E 10000 eV: nu 7398.1 eV, share 0.7398
  nu at 10 keV 271.87 hartree
  energy to electrons at 10 keV 2601.9 eV
Relative error of the expansion, electronic transfer 10 eV
  E 100 eV: 1.4e-03
  E 1000 eV: 2.0e-04
  E 10000 eV: 2.8e-05
Electronic stopping scaled by a factor, E = 10 keV
  factor 1: nu 7398.1 eV, loss 2601.9 eV,
    bound 3163.0 eV, loss/bound 0.8226
  factor 0.1: nu 9690.2 eV, loss 309.8 eV,
    bound 316.3 eV, loss/bound 0.9795
  factor 0.01: nu 9968.4 eV, loss 31.6 eV,
    bound 31.6 eV, loss/bound 0.9979
```
